# Vanishing current vertex corrections and the Bethe transport function in DMFT

## Theorem

Consider a lattice with one orbital per cell, dispersion $\varepsilon_{\mathbf k}$, cell volume $V$ and spin degeneracy $g$. Assume that

1. the state is uniform, without magnetic order or an applied magnetic field, and is described by dynamical mean-field theory (DMFT): the self-energy $\Sigma(\omega)$ and the irreducible particle-hole vertex $\Gamma$ do not depend on momentum;
2. the electric field is uniform in space, $\mathbf q=0$, and points along $x$;
3. $\varepsilon_{-\mathbf k}=\varepsilon_{\mathbf k}$.

**(a) No vertex corrections.** Away from an instability of the uniform state, all vertex corrections to the current response vanish.

**(b) Bubble conductivity.** For $\Omega\neq0$,

$$
\mathrm{Re}\,\sigma(\Omega)=\frac{\pi g e^2}{\hbar V}\int d\varepsilon\,\Phi(\varepsilon)\int d\omega\,A(\varepsilon,\omega)A(\varepsilon,\omega+\Omega)\,\frac{f(\omega)-f(\omega+\Omega)}{\Omega},
$$

where $\Omega$ is expressed as an energy, $f$ is the Fermi function, and

$$
\Phi(\varepsilon)=\frac1N\sum_{\mathbf k}v_{\mathbf k}^2\,\delta(\varepsilon-\varepsilon_{\mathbf k}),\qquad v_{\mathbf k}=\frac{\partial\varepsilon_{\mathbf k}}{\partial k_x}.
$$

**(c) Bethe transport function.** Let the density of states be the semicircle $\rho(\varepsilon)=2\sqrt{D^2-\varepsilon^2}/(\pi D^2)$. If the form (b) is kept and the nearest-neighbour f-sum rule for $d$ equivalent axes with lattice constant $a$ is imposed at every filling, then

$$
\Phi(\varepsilon)=\frac{a^2}{d}\,\frac{2}{3\pi D^2}\,(D^2-\varepsilon^2)^{3/2}.
$$

Part (c) needs its extra premises. A Bethe tree has no crystal momentum, so its density of states does not determine a velocity. The last remark shows that the literal tree has a different conductivity.

In the proofs $\hbar=k_B=1$. Energies $\omega$ are measured from the chemical potential $\mu$, and

$$
G_\varepsilon(\omega)=\frac1{\zeta-\varepsilon},\quad \zeta=\omega+\mu-\Sigma(\omega),\quad A(\varepsilon,\omega)=-\frac1\pi\mathrm{Im}\,G_\varepsilon(\omega+i0).
$$

## Lemma 1: the current response

For particles of charge $-e$, a uniform vector potential $\mathcal A$ along $x$ replaces $k_x$ by $k_x+e\mathcal A$. The interaction is local and contains densities, so it is unchanged. To first order $H(\mathcal A)=H-\mathcal AJ$ with $J=-e\sum_{\mathbf k}v_{\mathbf k}n_{\mathbf k}$, where $n_{\mathbf k}$ includes the spin sum. The current density is $-(NV)^{-1}\partial H/\partial\mathcal A$. Its second-order term in $H$ supplies the diamagnetic part, so that

$$
j=\left[\frac{\chi(\Omega)}{NV}-K\right]\mathcal A,\qquad K=\frac{e^2}{NV}\sum_{\mathbf k}\frac{\partial^2\varepsilon_{\mathbf k}}{\partial k_x^2}\langle n_{\mathbf k}\rangle,
$$

where $\chi$ is the retarded response of $J$ to the perturbation $-\mathcal AJ$. With time dependence $e^{-i\Omega t}$ the field is $E=-\partial_t\mathcal A=i\Omega\mathcal A$. Dividing, and using that $K$ is real,

$$
\mathrm{Re}\,\sigma(\Omega)=\frac{\mathrm{Im}\,\chi(\Omega)}{NV\,\Omega}\quad(\Omega\ne0).
$$

Reading $1/\Omega$ as $1/(\Omega+i0)$ adds $\pi[K-\chi(0)/NV]\,\delta(\Omega)$. Lemma 3 shows when this term is absent.

## Proof of (a)

In DMFT the self-energy on a site is a functional of the local Green function on that site. Its derivative $\Gamma$ therefore carries frequencies but no momentum. At bosonic frequency $\Omega_m$ the dressed current vertex $\Lambda$ obeys the Bethe–Salpeter equation

$$
\Lambda_{\mathbf k}(\nu)=v_{\mathbf k}+T\sum_{\nu'}\Gamma(\nu,\nu')\frac1N\sum_{\mathbf k'}G_{\mathbf k'}(\nu')G_{\mathbf k'}(\nu'+\Omega_m)\Lambda_{\mathbf k'}(\nu').
$$

Signs and spin sums are absorbed in $\Gamma$. The second term does not depend on $\mathbf k$; call it $L(\nu)$. Inserting $\Lambda=v+L$ on the right gives

$$
L(\nu)=T\sum_{\nu'}\Gamma(\nu,\nu')\left[X(\nu')+P_0(\nu')L(\nu')\right],
$$

$$
X=\frac1N\sum_{\mathbf k}v_{\mathbf k}G_{\mathbf k}(\nu)G_{\mathbf k}(\nu+\Omega_m),\qquad P_0=\frac1N\sum_{\mathbf k}G_{\mathbf k}(\nu)G_{\mathbf k}(\nu+\Omega_m).
$$

Since $\varepsilon_{\mathbf k}$ is even, its derivative $v_{\mathbf k}$ is odd. Both Green functions depend on $\mathbf k$ through $\varepsilon_{\mathbf k}$ alone and are even. The terms at $\mathbf k$ and $-\mathbf k$ cancel, and $X=0$. The equation for $L$ is then homogeneous. Its solution is $L=0$, provided the linear operator $1-T\Gamma P_0$ is invertible, which is the sense given to "away from an instability" in (a). After continuation to real frequencies, the retarded-advanced part of this operator can become singular as $\Omega\to0$ without any instability. For elastic local scattering, as in the Falicov–Kimball model below, the vertex is $\Delta\Sigma/\Delta G$, with $\Delta$ the difference between the retarded value at $\omega+\Omega$ and the advanced value at $\omega$. Since $\Delta G=P_0(\Delta\Sigma-\Omega)$, the operator equals $-\Omega/(\Delta\Sigma-\Omega)$. The dc result is then the limit of $L=0$ at $\Omega\neq0$. Hence $\Lambda_{\mathbf k}=v_{\mathbf k}$. $\square$

Physically, a local vertex can respond only to a change of the local Green function, and a current pattern that is odd in $\mathbf k$ produces no such change.

**Remark: parity is sufficient, not necessary.** Let $\zeta,\zeta'$ be the two complex energies in the Green functions and define

$$
F(\varepsilon)=\int_0^\varepsilon\frac{dx}{(\zeta-x)(\zeta'-x)}.
$$

The integrand is smooth for real $x$ because $\zeta$ and $\zeta'$ are not real. By the chain rule the summand of $X$ is $v_{\mathbf k}F'(\varepsilon_{\mathbf k})=\partial F(\varepsilon_{\mathbf k})/\partial k_x$. This is the derivative of a periodic function, so its integral over the Brillouin zone vanishes for any smooth single-band dispersion. For a chain without parity the program finds $|X|$ at rounding level.

**Remark: where the proof fails.** With several orbitals $v$ and $G$ are matrices. Between orbitals of opposite parity the velocity element is even in $\mathbf k$, so inversion no longer cancels the sum. Take a two-orbital chain with $s$- and $p$-like orbitals, $h_{ss}=-D\cos ka$, $h_{pp}=D(0.5+\cos ka)$ and $h_{sp}=0.8iD\sin ka$. At $\zeta=(0.2+0.3i)D$ and $\zeta'=(0.9-0.3i)D$ it gives an interorbital element $|X|=1.28\,a/D$; the value depends on these energies.

At finite $\mathbf q$ the bare vertex is, for example, $v_{\mathbf k+\mathbf q/2}$, accompanied by $G_{\mathbf k}(\nu)G_{\mathbf k+\mathbf q}(\nu')$. The map $\mathbf k\to-\mathbf k-\mathbf q$ reverses the velocity but also exchanges the two dispersions. It therefore relates $X(\nu,\nu')$ to $-X(\nu',\nu)$ and does not force it to vanish. The chain $\varepsilon_k=-D\cos ka$ at $q=1/a$ and the same two energies gives $|X|=1.41\,a/D$. In both examples corrections are allowed; their size depends on $\Gamma$. If instead $\mathbf q$ is perpendicular to $x$ and $\varepsilon_{\mathbf k}$ is even under $k_x\to-k_x$ alone, that mirror reverses the velocity and leaves both Green functions unchanged, so $X=0$ still holds.

**Remark: the ladder itself is not zero.** Take a ring with $M$ orbitals per site and independent random Hermitian matrices on the sites, whose elements have mean square $\gamma^2/M$. At large $M$ crossing contractions are suppressed, which leaves $\Sigma=\gamma^2G_{\rm loc}$ and a local vertex $\gamma^2$. For the even operator $\varepsilon_{\mathbf k}$ the equation above becomes $L=\gamma^2(P_1+P_0L)$ with $P_1=N^{-1}\sum_{\mathbf k}\varepsilon_{\mathbf k}G_{\mathbf k}G'_{\mathbf k}$. Its response is the bubble plus

$$
P_1L=\frac{\gamma^2P_1^2}{1-\gamma^2P_0}.
$$

For six sites with $\varepsilon_k=-D\cos ka$, $\gamma=0.5D$, frequencies $(0.5\pm0.3i)D$ and $a=1$, explicit averages over 12 samples with $M=60$ give 0.899 for the even operator, where the bubble is 0.709 and the ladder 0.190. For the current the full average is 1.061 and the bubble alone 1.063.

## Proof of (b)

With $\Lambda=v$, the closed fermion loop contributes a minus sign:

$$
\frac{\chi(i\Omega_m)}N=-ge^2\int d\varepsilon\,\Phi(\varepsilon)\,T\sum_\nu G_\varepsilon(i\nu)G_\varepsilon(i\nu+i\Omega_m).
$$

Write each Green function as $G_\varepsilon(i\nu)=\int d\omega\,A(\varepsilon,\omega)/(i\nu-\omega)$. Partial fractions give

$$
\frac1{(i\nu-\omega)(i\nu+i\Omega_m-\omega')}=\frac{1}{i\Omega_m+\omega-\omega'}\left[\frac1{i\nu-\omega}-\frac1{i\nu+i\Omega_m-\omega'}\right].
$$

The frequency sum of the bracket is $f(\omega)-f(\omega')$, because shifting a fermionic frequency by $\Omega_m$ leaves $f$ unchanged. Thus

$$
\frac{\chi(i\Omega_m)}N=-ge^2\int d\varepsilon\,\Phi\int d\omega\,d\omega'\,A(\varepsilon,\omega)A(\varepsilon,\omega')\frac{f(\omega)-f(\omega')}{i\Omega_m+\omega-\omega'}.
$$

Now let $i\Omega_m\to\Omega+i0$ and use $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$. The two minus signs cancel and $\omega'=\omega+\Omega$. Dividing by $V\Omega$, as Lemma 1 requires, gives (b). $\square$

For $\Omega\to0$ the thermal factor becomes $-f'(\omega)$:

$$
\sigma_{\rm dc}=\frac{\pi ge^2}{V}\int d\omega\,[-f'(\omega)]\int d\varepsilon\,\Phi(\varepsilon)A(\varepsilon,\omega)^2 .
$$

## Lemma 2: velocity and density of states

For nearest-neighbour hopping on a hypercubic lattice, $\varepsilon_{\mathbf k}=-2t\sum_i\cos(k_ia)$, so $\sum_i\partial^2\varepsilon_{\mathbf k}/\partial k_i^2=-a^2\varepsilon_{\mathbf k}$. The axes are equivalent, hence the average of $\partial^2\varepsilon_{\mathbf k}/\partial k_x^2$ at fixed energy is $-a^2\varepsilon/d$.

For a smooth function $h$, the zone integral of $\partial_{k_x}[v_{\mathbf k}h(\varepsilon_{\mathbf k})]$ vanishes. Expanding the derivative,

$$
\int\Phi h'\,d\varepsilon=-\frac1N\sum_{\mathbf k}\frac{\partial^2\varepsilon_{\mathbf k}}{\partial k_x^2}h(\varepsilon_{\mathbf k})=\frac{a^2}d\int\varepsilon\rho h\,d\varepsilon .
$$

Integrating the left side by parts, with $\Phi=0$ at the band edges, and using that $h$ is arbitrary,

$$
\Phi'(\varepsilon)=-\frac{a^2}{d}\,\varepsilon\,\rho(\varepsilon).\tag{1}
$$

The relation depends on the hopping range. Its first consequence is $\int\Phi\,d\varepsilon=(a^2/d)\int\varepsilon^2\rho\,d\varepsilon$. On a cubic lattice with an added diagonal hopping of $0.3t$, the left side exceeds the right by 15%.

## Lemma 3: the f-sum rule

Let $n(\varepsilon)=\int d\omega\,f(\omega)A(\varepsilon,\omega)$. Integrating the inner factor of (b) over all $\Omega$ gives

$$
I(\varepsilon)=\int d\omega\,d\omega'\,A(\varepsilon,\omega)A(\varepsilon,\omega')\frac{f(\omega)-f(\omega')}{\omega'-\omega}.
$$

Split the numerator and take principal values. Since $\mathrm{Re}\,G_\varepsilon(\omega)=\mathcal P\!\int d\omega'A(\varepsilon,\omega')/(\omega-\omega')$, each half contributes $-\int d\omega\,fA\,\mathrm{Re}\,G_\varepsilon$. From $\partial_\varepsilon G_\varepsilon=G_\varepsilon^2$,

$$
A\,\mathrm{Re}\,G_\varepsilon=-\frac1{2\pi}\mathrm{Im}\,G_\varepsilon^2=-\frac1{2\pi}\partial_\varepsilon\mathrm{Im}\,G_\varepsilon=\tfrac12\partial_\varepsilon A .
$$

Therefore $I(\varepsilon)=-n'(\varepsilon)$. The conductivity is even in $\Omega$, so half of the integral belongs to $\Omega>0$:

$$
\int_0^\infty d\Omega\,\mathrm{Re}\,\sigma=-\frac{\pi ge^2}{2V}\int\Phi n'\,d\varepsilon=\frac{\pi ge^2}{2V}\int\Phi' n\,d\varepsilon .
$$

With (1) this becomes the nearest-neighbour f-sum rule,

$$
\int_0^\infty d\Omega\,\mathrm{Re}\,\sigma=-\frac{\pi e^2a^2}{2dV}E_{\rm kin},\qquad E_{\rm kin}=g\int\varepsilon\rho(\varepsilon)n(\varepsilon)\,d\varepsilon .\tag{2}
$$

The curvature average in Lemma 2 gives $K=-e^2a^2E_{\rm kin}/(dV)$, so the right side of (2) is $\pi K/2$. The dispersion relation for $\chi$ then yields $\chi(0)/NV=\pi^{-1}\int_{-\infty}^\infty\mathrm{Re}\,\sigma\,d\Omega=K$. When $A$ has a finite width, the extra $\delta(\Omega)$ term of Lemma 1 is therefore absent.

## Proof of (c)

For the Bethe density of states there is no $\mathbf k$ sum from which to derive (1), but (2) can be imposed. For free particles at $T=0$, $n(\varepsilon)$ is 1 below $\mu$ and 0 above, with the Drude peak included in the integral as the limit of vanishing width. Equating the two expressions for the integrated conductivity,

$$
\int_{-D}^{\mu}\Phi'\,d\varepsilon=-\frac{a^2}{d}\int_{-D}^{\mu}\varepsilon\rho\,d\varepsilon .
$$

If this holds for every $\mu$, differentiation gives (1). With $\Phi(D)=0$,

$$
\Phi(\varepsilon)=\frac{a^2}d\int_\varepsilon^Dx\rho(x)\,dx=\frac{2a^2}{\pi dD^2}\left[-\frac13(D^2-x^2)^{3/2}\right]_\varepsilon^D=\frac{2a^2}{3\pi dD^2}(D^2-\varepsilon^2)^{3/2}.
$$

Conversely, Lemma 3 shows that this $\Phi$ obeys (2) for any causal local self-energy. $\square$

An equivalent form is $\Phi=(a^2/3d)(D^2-\varepsilon^2)\rho$: the mean squared velocity falls to zero at the band edges.

## Corollary: a DMFT metal in closed form

The spinless Falicov–Kimball model has mobile particles that pay an energy $U$ on sites occupied by immobile ones. Take half of the sites occupied at random, the mobile band half filled, and the uniform phase. If the immobile particles are allowed to equilibrate on a bipartite lattice, this phase gives way to checkerboard order at low temperature, below about $0.039D$ for $U=0.6D$. The $T=0$ results below therefore describe a frozen random arrangement, a binary alloy. Measured from $\mu$, the site energies are $\pm U/2$.

The semicircular density of states gives $\zeta=1/G+D^2G/4$ for the local Green function $G$. Since $\zeta=\omega-\Sigma$ once the constant shift is absorbed, the medium around a site contributes the hybridization $\omega-\Sigma-1/G=D^2G/4$. Averaging over the two site energies,

$$
G=\frac12\left[\frac1{x-U/2}+\frac1{x+U/2}\right]=\frac{x}{x^2-U^2/4},\qquad x=\omega-\frac{D^2G}4 .
$$

At $\omega=0$, $G=-4x/D^2$. For $x\ne0$ this gives $x^2=(U^2-D^2)/4$. When $U<D$, set $s=\sqrt{D^2-U^2}$; causality selects $x=is/2$. Then

$$
G(0)=-\frac{2is}{D^2},\qquad \Sigma(0)=x-\frac1G=\frac{is}2-\frac{iD^2}{2s}=-\frac{iU^2}{2s}.
$$

Write $\eta=U^2/(2s)$ and $b=2s/D^2$, so that $\zeta=i\eta$ and $G=-ib$. The dc formula needs $\int\varphi A^2d\varepsilon$ with $\varphi=d\,\Phi/a^2$. From $(\mathrm{Im}\,G_\varepsilon)^2=\frac12(|G_\varepsilon|^2-\mathrm{Re}\,G_\varepsilon^2)$,

$$
\int\varphi A^2d\varepsilon=\frac1{2\pi^2}\left[\int\varphi|G_\varepsilon|^2d\varepsilon-\mathrm{Re}\int\varphi G_\varepsilon^2d\varepsilon\right].
$$

Define $Q(\zeta)=\int\varphi/(\zeta-\varepsilon)\,d\varepsilon$. Using $\varphi=(D^2-\varepsilon^2)\rho/3$ and $D^2-\varepsilon^2=D^2-\zeta^2+(\zeta-\varepsilon)(\zeta+\varepsilon)$,

$$
Q(\zeta)=\tfrac13\left[(D^2-\zeta^2)G+\zeta\right].
$$

For the first integral, $|G_\varepsilon|^2=1/(\varepsilon^2+\eta^2)=-\mathrm{Im}\,G_\varepsilon/\eta$, hence

$$
\int\varphi|G_\varepsilon|^2d\varepsilon=-\frac{\mathrm{Im}\,Q}{\eta}=\frac13\left[\frac{(D^2+\eta^2)b}{\eta}-1\right].
$$

For the second, integrate by parts with $\varphi'=-\varepsilon\rho$:

$$
\int\varphi G_\varepsilon^2d\varepsilon=-\int\frac{\varphi'}{\zeta-\varepsilon}d\varepsilon=\int\frac{\varepsilon\rho}{\zeta-\varepsilon}d\varepsilon=\zeta G-1=\eta b-1 .
$$

The difference is $\frac13[(D^2-2\eta^2)b/\eta+2]$. Since $b/\eta=4s^2/(D^2U^2)$ and $\eta b=U^2/D^2$,

$$
\frac{(D^2-2\eta^2)b}{\eta}+2=\frac{4D^2}{U^2}-2-\frac{2U^2}{D^2}=\frac{2(D^2-U^2)(2D^2+U^2)}{D^2U^2}.
$$

Multiplying by $\frac13\cdot\frac1{2\pi^2}\cdot\pi e^2a^2/(dV)$ and restoring $\hbar$,

$$
\sigma_{\rm dc}(T=0)=\frac{e^2a^2}{\hbar dV}\,\frac{(D^2-U^2)(2D^2+U^2)}{3\pi D^2U^2}.
$$

For weak scattering it diverges as $U^{-2}$. It vanishes linearly as $U\to D$, where the density of states at the Fermi level vanishes.

**Example.** Take $U=0.6D$, $d=3$ and $V=a^3$. Then $s=0.8D$, $G(0)=-1.6i/D$ and $\Sigma(0)=-0.225iD$. The conductivity is

$$
\sigma_{\rm dc}=\frac{e^2}{\hbar a}\,\frac{0.64\times2.36}{3\times3\pi\times0.36}=0.1484\,\frac{e^2}{\hbar a}.
$$

For $a=0.4$ nm the unit is $6.085\times10^5$ S/m, and $\sigma_{\rm dc}=9.03\times10^4$ S/m.

At $T=0.05D$ the dc value is larger, $0.153\,e^2/(\hbar a)$. In this model the spectra do not depend on temperature at half filling. The dc formula is then a thermal average of a fixed function of $\omega$, and the rise means that this average exceeds the value at $\omega=0$. At the same temperature $\mathrm{Re}\,\sigma$ falls to 0.0660 at $\Omega=0.6D$ and 0.0069 at $1.2D$, in the same unit.

The kinetic energy is $-0.1752D$ per site. Equation (2) predicts a conductivity, integrated over the angular frequency $\Omega/\hbar$, of $(\pi/6)\times0.1752=0.0917$ in units of $De^2/(\hbar^2a)$, and integration of the bubble gives 0.0917. Replacing $\Phi$ by a multiple of $\rho$ with the same total weight gives 0.0744, which is 19% too small.

## Remark: the literal Bethe tree

Let each site of a tree have one forward and one backward bond for each of $d$ axes, so that $z=2d$. For large $z$ the density of states is the semicircle with $D^2=4zt^2=8dt^2$. A uniform field along $x$ couples to the oriented $x$ bonds. Reversing all bond orientations about a chosen site is a symmetry of the tree that changes the sign of the current. The current therefore cannot drive the local vertex on that site, and ladder corrections again vanish.

The bubble, however, differs from (b). Consider two distinct $x$ bonds whose nearest ends are $n$ steps apart. The two propagators joining them cover $2n+2$ steps in total, and each step costs a factor $z^{-1/2}$. There are of order $z^n$ such bonds, but most cancel in pairs. The propagators depend on distance alone, so a pair contributes a function of $n$ times the signs of the two bond orientations along the connecting path. If that path contains a step along another axis, reversing all $x$ steps after the last such step, the second bond included, gives a bond at the same distance with the opposite sign. Only the two bonds per $n$ on the same straight $x$ line survive. They contribute at relative order $z^{-(n+1)}$, and their sum over $n$ is a geometric series of total relative order $1/z$. On a single bond, the terms with two intersite propagators are also of order $1/z$. For $z\to\infty$ the two remaining terms, each with one local propagator at either end of the bond, replace

$$
\int d\varepsilon\,\Phi(\varepsilon)A(\varepsilon,\omega)A(\varepsilon,\omega')\quad\text{by}\quad2t^2a^2A_{\rm loc}(\omega)A_{\rm loc}(\omega')=\frac{a^2D^2}{4d}A_{\rm loc}(\omega)A_{\rm loc}(\omega').
$$

This form also obeys (2). The argument of Lemma 3 now gives $-2\int fA_{\rm loc}\mathrm{Re}\,G\,d\omega$ for the double integral. The semicircle relation $\zeta G-1=D^2G^2/4$ gives $E_{\rm kin}=(gD^2/2)\int fA_{\rm loc}\mathrm{Re}\,G\,d\omega$, and the factors combine to the right side of (2). The sum rule thus fixes the 3/2 power only together with the momentum-diagonal form (b).

The two prescriptions differ in substance. In the example this large-$z$ tree form, evaluated with $d=3$ in its prefactor, gives $\sigma_{\rm dc}(T=0)=0.0679\,e^2/(\hbar a)$, less than half of the value above. At $z=6$ the neglected $1/z$ terms are not small: a tree with $z=6$ and the same $\zeta=0.225iD$ gives a value about 17% larger. Without scattering it stays finite, because $A_{\rm loc}(0)=2/(\pi D)$, while the momentum-diagonal result diverges. The $(D^2-\varepsilon^2)^{3/2}$ law is thus a model: it assumes the momentum-diagonal form of a translation-invariant lattice and replaces the density of states by a semicircle. For the simple cubic lattice it is only an approximation. With the same second moment, $D^2=24t^2$, it gives $0.347\,a^2t$ at $\varepsilon=0$ and $0.067\,a^2t$ at $\varepsilon=4t$, where the cubic $\Phi$ is about $0.334\,a^2t$ and $0.090\,a^2t$. The numerical check checks that the local-product form obeys (2). It also compares the form with a random graph of 800 sites and 40 axes, where $d$ times the current correlator per site at the complex energies $(0.2\pm0.4i)D$, in units of $e^2a^2$, is 0.456 against 0.452 for the local product and 0.934 for the momentum-diagonal bubble. That graph has many short cycles and is not locally a tree, so for the tree itself the result rests on the counting argument above.

## Computed values

```
VERTEX SUM |X|, units 1/D (a = 1)
one band, even dispersion: 1.1e-16
one band, no parity: 1.6e-16
two orbitals, interorbital element: 1.2801
one band, q = 1.0/a: 1.4117
RANDOM-ORBITAL RING, real parts, dimensionless
sites 6, orbitals 60, samples 12, gamma/D 0.5
frequencies/D: 0.5+0.3j and 0.5-0.3j
current: full 1.0610, bubble 1.0631
even operator: full 0.8985
even operator: bubble 0.7093, ladder 0.1899
TRANSPORT FUNCTION
cubic, diagonal hopping 0.3 t: moment ratio 1.1525
phi(0) = 0.21221 D, phi(D/2) = 0.13783 D
LITERAL TREE, d * current correlator, dimensionless
graph nodes 800, axes 40, frequencies/D 0.2+0.4j, 0.2-0.4j
graph 0.4562, local product 0.4524
k-diagonal bubble 0.9337
FALICOV-KIMBALL EXAMPLE
U/D = 0.6, T/D = 0.05, d = 3, a = 0.4 nm
Im G(0) = -1.60000 /D, Im Sigma(0) = -0.22500 D
unit e^2/(hbar a) = 6.0853e+05 S/m
dc conductivity at T = 0, units e^2/(hbar a):
  U/D 0.3: quadrature 0.74740, closed 0.74740
  U/D 0.6: quadrature 0.14839, closed 0.14839
  U/D 0.9: quadrature 0.02331, closed 0.02331
U/D = 0.6, T = 0: 9.0299e+04 S/m
literal tree, U/D = 0.6, T = 0: 0.06791 e^2/(hbar a)
sigma(Omega) at T/D = 0.05, units e^2/(hbar a):
  Omega/D 0.00: 0.15294
  Omega/D 0.30: 0.13057
  Omega/D 0.60: 0.06596
  Omega/D 1.20: 0.00694
kinetic energy per site = -0.17515 D
f-sum, units D e^2/(hbar^2 a):
  from kinetic energy 0.09171
  from 3/2-power bubble 0.09171
  from Phi ~ rho bubble 0.07437
  from literal tree 0.09171
first Matsubara frequency = 0.31416 D
d * current response there, units D: sum 0.08265
  from real-axis conductivity 0.08265
```
